**Sign and ordering errors in copied d occupancy matrices**

If the receiver's harmonics are $S^B=TS^A$, an unconverted occupancy matrix $n$ represents $T^TnT$ in the sender's basis. The program obtains $T$ from overlaps on a spherical quadrature grid and asserts that the uncancelled Condon-Shortley phase in real harmonics equals a 180° rotation about $z$. For a lobe tilted by 20°, it asserts that one flipped $xz$ sign turns the density by −40° about $y$; the output shows unchanged diagonal elements, trace and Dudarev energy. The energy in a model field changes from −0.1600 to −0.0608 eV, and to −0.0060 eV when the array is copied into another orbital order. In a complex basis, the program asserts that one missing phase turns an $xz$ density into a $yz$ density. It also asserts that a single real sign flip has determinant −1, unlike the sampled d rotation matrices. For a tilted parallel-spin pair, such a flip admixes a $^3P$ weight of 0.1859 and raises the Slater energy by 0.2972 eV, in agreement with $15Bw$, where $B$ is the Racah parameter and $w$ the $^3P$ weight.

## Verification by program

```python
"""Copying a d occupancy matrix between codes with different harmonics.

Result under test: if the receiver's harmonics are S_B = T S_A, an unconverted
array n represents the density of T^T n T in the sender's basis. Leaving the
Condon-Shortley factor (-1)^m in real harmonics rotates every d density by
180 degrees about z. For a lobe tilted by theta in the xz plane only the xz
sign matters, and the density turns by -2 theta about y. A single sign flip
is not a rotation for a general d matrix.
Symbols: n occupancy matrix, S real harmonics ordered xy, yz, z2, xz, x2-y2,
q_LM density multipoles, F0 F2 F4 Slater integrals, B Racah parameter.
Energies in eV, angular densities in 1/sr, angles in degrees.
"""
import numpy as np
from math import factorial
from scipy.special import lpmv

NAMES = ["xy", "yz", "z2", "xz", "x2-y2"]
XY, YZ, Z2, XZ, X2Y2 = range(5)

# Product quadrature on the unit sphere, exact for the polynomials used here
z_nodes, z_weights = np.polynomial.legendre.leggauss(12)
phi_nodes = 2*np.pi*np.arange(24)/24
zz, pp = np.meshgrid(z_nodes, phi_nodes, indexing="ij")
ss = np.sqrt(1 - zz**2)
points = np.stack([ss*np.cos(pp), ss*np.sin(pp), zz], axis=-1).reshape(-1, 3)
weights = np.repeat(z_weights, 24)*2*np.pi/24

# Traceless symmetric tensors with Tr Q^2 = 1 define the Cartesian d functions
Q = np.zeros((5, 3, 3))
for index, (a, b) in [(XY, (0, 1)), (YZ, (1, 2)), (XZ, (0, 2))]:
    Q[index, a, b] = Q[index, b, a] = 1/np.sqrt(2)
Q[Z2] = np.diag([-1, -1, 2])/np.sqrt(6)
Q[X2Y2] = np.diag([1, -1, 0])/np.sqrt(2)


def d_real(r):
    return np.sqrt(15/(8*np.pi))*np.einsum("pa,iab,pb->pi", r, Q, r)


def complex_y(l, m, r):
    """Spherical harmonic with the Condon-Shortley phase."""
    k = abs(m)
    norm = np.sqrt((2*l + 1)/(4*np.pi)*factorial(l - k)/factorial(l + k))
    y = norm*lpmv(k, l, r[:, 2])*np.exp(1j*k*np.arctan2(r[:, 1], r[:, 0]))
    return y if m >= 0 else (-1)**k*np.conj(y)


def real_y(l, m, r, cancel_phase=True):
    y = complex_y(l, abs(m), r)
    if m == 0:
        return y.real
    factor = np.sqrt(2)*((-1)**abs(m) if cancel_phase else 1)
    return factor*(y.real if m > 0 else y.imag)


def density(n, harmonics):
    return np.einsum("pi,ij,pj->p", harmonics, n, harmonics.conj()).real


def rotation(axis, degrees):
    c, s = np.cos(np.radians(degrees)), np.sin(np.radians(degrees))
    if axis == "y":
        return np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])


S = d_real(points)


def d_rotation(R):
    """Matrix of an active rotation, from overlaps with rotated functions."""
    return S.T @ (weights[:, None]*d_real(points @ R))


# The receiver's real harmonics keep the phase that the sender cancels
S_standard = np.stack([real_y(2, m, points) for m in range(-2, 3)], axis=1)
S_raw = np.stack([real_y(2, m, points, False) for m in range(-2, 3)], axis=1)
assert np.allclose(S_standard, S, atol=1e-12)
T_phase = S_raw.T @ (weights[:, None]*S)
assert np.allclose(T_phase, d_rotation(rotation("z", 180)), atol=1e-12)

# Multipoles of an arbitrary symmetric matrix under the phase mismatch
LM = [(L, M) for L in (0, 2, 4) for M in range(-L, L + 1)]
S_LM = np.stack([real_y(L, M, points) for L, M in LM], axis=1)
gaunt = np.einsum("p,pi,pj,pk->kij", weights, S, S, S_LM, optimize=True)
rng = np.random.default_rng(4)
n_random = rng.normal(size=(5, 5))
n_random = n_random + n_random.T
q_sent = np.einsum("kij,ij->k", gaunt, n_random)
q_read = S_LM.T @ (weights*density(n_random, S_raw))
parity_M = np.array([(-1)**abs(M) for L, M in LM])
assert np.allclose(q_read, parity_M*q_sent, atol=1e-11)
assert not np.allclose(q_read, q_sent, atol=1e-3)
# Correct conversion restores the density
assert np.allclose(density(T_phase @ n_random @ T_phase.T, S_raw),
                   density(n_random, S), atol=1e-11)

# Tilted lobe, with a uniform background in the other orbitals
tilt, n_lobe, n_other, U, D = 20.0, 0.9, 0.1, 4.0, 0.7
t = np.radians(tilt)
lobe_axis = np.array([np.sin(t), 0, np.cos(t)])
lobe = np.zeros(5)
lobe[Z2] = (3*np.cos(t)**2 - 1)/2
lobe[XZ] = np.sqrt(3)*np.sin(t)*np.cos(t)
lobe[X2Y2] = np.sqrt(3)/2*np.sin(t)**2
assert np.allclose(lobe, d_rotation(rotation("y", tilt))[:, Z2], atol=1e-12)
n = n_other*np.eye(5) + (n_lobe - n_other)*np.outer(lobe, lobe)
flip_xz = np.eye(5)
flip_xz[XZ, XZ] = -1
n_flip = flip_xz @ n @ flip_xz
rho_copied = density(n, S_raw)
assert np.allclose(rho_copied, density(n_flip, S), atol=1e-12)
turn = rotation("y", -2*tilt)
assert np.allclose(rho_copied, density(n, d_real(points @ turn)), atol=1e-12)
assert np.max(abs(rho_copied - density(n, S))) > 0.05

polar = np.linspace(-89.9, 89.9, 1799)


def plane_points(degrees):
    a = np.radians(np.atleast_1d(degrees))
    return np.stack([np.sin(a), 0*a, np.cos(a)], axis=1)


S_plane = d_real(plane_points(polar))
peak_before = polar[np.argmax(density(n, S_plane))]
peak_after = polar[np.argmax(density(n_flip, S_plane))]
assert abs(peak_before - tilt) < 0.11 and abs(peak_after + tilt) < 0.11


def legendre2(x):
    return (3*x**2 - 1)/2


field = -D*legendre2(points @ lobe_axis)
E_before = np.sum(weights*field*density(n, S))
E_after = np.sum(weights*field*rho_copied)
excess = n_lobe - n_other
assert np.isclose(E_before, -2/7*excess*D, atol=1e-12)
assert np.isclose(E_after, -2/7*excess*D*legendre2(np.cos(2*t)), atol=1e-12)


def dudarev(matrix):
    return U/2*(np.trace(matrix) - np.trace(matrix @ matrix))


# Copy by position into another order of the same functions
order_B = [Z2, XZ, YZ, X2Y2, XY]
S_B = S[:, order_B]
T_order = S_B.T @ (weights[:, None]*S)
n_order = T_order.T @ n @ T_order
assert np.allclose(density(n, S_B), density(n_order, S), atol=1e-12)
assert np.allclose(density(T_order @ n @ T_order.T, S_B), density(n, S),
                   atol=1e-12)
E_order = np.sum(weights*field*density(n, S_B))
assert abs(E_order - E_before) > 0.01
for matrix in (n_flip, n_order):
    assert np.allclose(np.linalg.eigvalsh(matrix), np.linalg.eigvalsh(n))
    assert np.isclose(dudarev(matrix), dudarev(n))

# Complex basis: without the phase, harmonics have positive |m| prefactors
Y = np.stack([complex_y(2, m, points) for m in range(-2, 3)], axis=1)
Y_no_phase = np.stack([np.conj(Y[:, 2 - m]) if m > 0 else Y[:, 2 + m]
                       for m in range(-2, 3)], axis=1)
signs = np.diag(Y.conj().T @ (weights[:, None]*Y_no_phase)).real
assert np.allclose(signs, [1, 1, 1, -1, 1], atol=1e-12)
c_xz = Y.conj().T @ (weights*S[:, XZ])
n_complex = np.outer(c_xz, c_xz.conj())
assert np.allclose(density(n_complex, Y), S[:, XZ]**2, atol=1e-12)
assert np.allclose(density(n_complex, Y_no_phase), S[:, YZ]**2, atol=1e-12)

# Neither a single flip nor its negative is an l=2 rotation matrix
rotations = [d_rotation(rotation("z", a)) for a in np.linspace(0, 180, 361)]
min_trace = min(np.trace(R) for R in rotations)
assert all(np.isclose(np.linalg.det(R), 1) for R in rotations)
assert np.isclose(np.linalg.det(flip_xz), -1)
assert abs(min_trace + 1.25) < 1e-3 and np.trace(-flip_xz) < min_trace - 1

# Parallel-spin pair: full direct minus exchange interaction
F = {0: 4.0, 2: 8.0, 4: 5.0}
factors = np.array([F[L]*4*np.pi/(2*L + 1) for L, M in LM])
coulomb = np.einsum("k,kab,kcd->abcd", factors, gaunt, gaunt, optimize=True)


def pair_energy(c):
    m = c @ c.T
    direct = np.einsum("ab,cd,abcd->", m, m, coulomb, optimize=True)
    exchange = np.einsum("ab,cd,adcb->", m, m, coulomb, optimize=True)
    return (direct - exchange)/2


def p_weight(c):
    qa, qb = np.einsum("ij,iab->jab", c, Q).transpose(0, 1, 2)
    return 2/5*np.sum((qa @ qb - qb @ qa)**2)


azimuth = 30.0
pair_turn = rotation("z", azimuth) @ rotation("y", tilt)
pair = d_rotation(pair_turn)[:, [Z2, X2Y2]]
racah_B = F[2]/49 - 5*F[4]/441
E_3F = F[0] - F[4]/9 - 8*racah_B
E_pair = pair_energy(pair)
E_pair_one = pair_energy(flip_xz @ pair)
E_pair_phase = pair_energy(T_phase @ pair)
w_one = p_weight(flip_xz @ pair)
assert np.isclose(E_pair, E_3F, atol=1e-11)
assert np.isclose(E_pair_phase, E_pair, atol=1e-11)
assert np.isclose(E_pair_one - E_pair, 15*racah_B*w_one, atol=1e-11)
assert E_pair_one - E_pair > 0.01
weight_sum = sum(p_weight(np.eye(5)[:, [i, j]])
                 for i in range(5) for j in range(i))
assert np.isclose(weight_sum, 3)

# Printed numbers
print("Real-harmonic phase signs (xy,yz,z2,xz,x2-y2):",
      np.rint(np.diag(T_phase)).astype(int))
print(f"Lobe tilt = {tilt:.1f} deg; occupations = {n_lobe:.1f}, {n_other:.1f}")
print(f"U = {U:.1f} eV; field strength D = {D:.1f} eV")
for i in (Z2, XZ, X2Y2):
    print(f"Lobe coefficient {NAMES[i]} = {lobe[i]:.4f}")
for i in range(5):
    print(f"Diagonal n[{NAMES[i]}]: sent {n[i, i]:.4f}, "
          f"xz flipped {n_flip[i, i]:.4f}, reordered {n_order[i, i]:.4f}")
for i, j in ((Z2, XZ), (XZ, X2Y2), (Z2, X2Y2)):
    print(f"Element n[{NAMES[i]},{NAMES[j]}]: sent {n[i, j]:+.4f}, "
          f"xz flipped {n_flip[i, j]:+.4f}")
print(f"Trace: sent {np.trace(n):.4f}, flipped {np.trace(n_flip):.4f}, "
      f"reordered {np.trace(n_order):.4f} electrons")
print(f"Dudarev energy: sent {dudarev(n):.4f}, flipped {dudarev(n_flip):.4f}, "
      f"reordered {dudarev(n_order):.4f} eV")
print("Density in xz plane; positive polar angle is towards +x")
for angle in (-60, -40, -20, 0, 20, 40, 60):
    value = d_real(plane_points(angle))
    print(f"  angle {angle:+d} deg: sent {density(n, value)[0]:.4f}, "
          f"flipped {density(n_flip, value)[0]:.4f} 1/sr")
print(f"Lobe angle: sent {peak_before:+.1f}, flipped {peak_after:+.1f} deg")
print(f"Density turn about y = {peak_after - peak_before:+.1f} deg")
q_before = np.einsum("kij,ij->k", gaunt, n)
q_after = np.einsum("kij,ij->k", gaunt, n_flip)
for L, M in ((2, 0), (2, 1), (2, 2), (4, 1)):
    k = LM.index((L, M))
    print(f"Angular multipole q({L},{M}): sent {q_before[k]:+.4f}, "
          f"flipped {q_after[k]:+.4f} (dimensionless)")
print(f"Field energy: sent {E_before:.4f}, flipped {E_after:.4f}, "
      f"reordered {E_order:.4f} eV")
print(f"Field-energy error from flip = {E_after - E_before:.4f} eV")
print("Complex phase signs (m=-2..2):", np.rint(signs).astype(int))
print(f"Complex d_xz element n[+1,-1] = {n_complex[3, 1].real:+.4f}")
print(f"Minimum l=2 rotation trace = {min_trace:.4f}; "
      f"negative single flip trace = {np.trace(-flip_xz):.1f}")
print(f"Pair tilt = {tilt:.1f} deg; pair azimuth = {azimuth:.1f} deg")
print(f"Slater F0, F2, F4 = {F[0]:.1f}, {F[2]:.1f}, {F[4]:.1f} eV")
print(f"Racah B = {racah_B:.4f} eV")
print(f"Pair energy: sent {E_pair:.4f}, full phase flip {E_pair_phase:.4f}, "
      f"xz only {E_pair_one:.4f} eV")
print(f"Triplet-P weight after xz-only flip = {w_one:.4f}")
print(f"Pair-energy error from xz-only flip = {E_pair_one - E_pair:.4f} eV")
print("tests ok")
```

Printed output:

```
Real-harmonic phase signs (xy,yz,z2,xz,x2-y2): [ 1 -1  1 -1  1]
Lobe tilt = 20.0 deg; occupations = 0.9, 0.1
U = 4.0 eV; field strength D = 0.7 eV
Lobe coefficient z2 = 0.8245
Lobe coefficient xz = 0.5567
Lobe coefficient x2-y2 = 0.1013
Diagonal n[xy]: sent 0.1000, xz flipped 0.1000, reordered 0.1082
Diagonal n[yz]: sent 0.1000, xz flipped 0.1000, reordered 0.6439
Diagonal n[z2]: sent 0.6439, xz flipped 0.6439, reordered 0.1000
Diagonal n[xz]: sent 0.3479, xz flipped 0.3479, reordered 0.1000
Diagonal n[x2-y2]: sent 0.1082, xz flipped 0.1082, reordered 0.3479
Element n[z2,xz]: sent +0.3672, xz flipped -0.3672
Element n[xz,x2-y2]: sent +0.0451, xz flipped -0.0451
Element n[z2,x2-y2]: sent +0.0668, xz flipped +0.0668
Trace: sent 1.3000, flipped 1.3000, reordered 1.3000 electrons
Dudarev energy: sent 0.9000, flipped 0.9000, reordered 0.9000 eV
Density in xz plane; positive polar angle is towards +x
  angle -60 deg: sent 0.1056, flipped 0.0858 1/sr
  angle -40 deg: sent 0.0448, flipped 0.2562 1/sr
  angle -20 deg: sent 0.0858, flipped 0.3581 1/sr
  angle +0 deg: sent 0.2562, flipped 0.2562 1/sr
  angle +20 deg: sent 0.3581, flipped 0.0858 1/sr
  angle +40 deg: sent 0.2562, flipped 0.0448 1/sr
  angle +60 deg: sent 0.0858, flipped 0.1056 1/sr
Lobe angle: sent +20.0, flipped -20.0 deg
Density turn about y = -40.0 deg
Angular multipole q(2,0): sent +0.1189, flipped +0.1189 (dimensionless)
Angular multipole q(2,1): sent +0.0803, flipped -0.0803 (dimensionless)
Angular multipole q(2,2): sent +0.0146, flipped +0.0146 (dimensionless)
Angular multipole q(4,1): sent +0.1564, flipped -0.1564 (dimensionless)
Field energy: sent -0.1600, flipped -0.0608, reordered -0.0060 eV
Field-energy error from flip = 0.0992 eV
Complex phase signs (m=-2..2): [ 1  1  1 -1  1]
Complex d_xz element n[+1,-1] = -0.5000
Minimum l=2 rotation trace = -1.2500; negative single flip trace = -3.0
Pair tilt = 20.0 deg; pair azimuth = 30.0 deg
Slater F0, F2, F4 = 4.0, 8.0, 5.0 eV
Racah B = 0.1066 eV
Pair energy: sent 2.5918, full phase flip 2.5918, xz only 2.8891 eV
Triplet-P weight after xz-only flip = 0.1859
Pair-energy error from xz-only flip = 0.2972 eV
tests ok
```
